Why the rounded crystal meets a facet with exponent three-halves

**1. The decision**

Suppose a crystal profile near a facet, computed or measured, is to yield the strength of the interaction between steps. Before fitting, one must choose a power of the distance x from the facet edge and a range of x. The surface free energy fixes the power. If it has a linear and a cubic term in step density but no quadratic term, the depth below the facet starts as x^{3/2}, the Pokrovsky–Talapov law. The next terms limit the range.

**2. Statement and conventions**

The height z(r) is measured along the facet normal, with r a vector in the facet plane. The slope is p = ∇z and f(p) is the surface free energy per unit area of that plane, not per unit true area. Assume thermal equilibrium, a temperature below the facet's roughening temperature, and for small slope

f(p) = f0 + f1|p| + f3|p|³, f1 > 0, f3 > 0. (1)

Let 2λ be the multiplier that fixes the volume. The facet then has radius r_f = f1/λ, and outside it

z = z0 − C x^{3/2}, x = r − r_f, C = (2/3)√(λ/(3f3)). (2)

For the truncated energy (1) this law is exact; for a fuller f it is the leading law near the edge. Steps are first taken as isotropic.

**3. The linear term**

A surface of slope |p| carries n = |p|/h steps per unit length across them, where h is the step height. If a step costs free energy β per unit length, well-separated steps cost βn per unit area, so

f1 = β/h.

Below roughening β is positive, which makes f1 positive.

**4. One wandering step**

Let a step run along y with sideways position u(y), and let φ be its local tilt. An element dy has length dy/cosφ. To second order its energy per dy is

β(φ)/cosφ = (β + β'φ + ½β''φ²)(1 + ½φ²) = β + β'φ + ½(β + β'')φ².

To this order φ = du/dy. The linear term integrates to a constant times the end-to-end displacement and does not affect the wandering. What remains defines the stiffness β̃ = β + β'', which equals β for isotropic steps. The weight of a path is

exp[−(β̃/2kT) ∫(du/dy)² dy].

Over a short dy the displacement v is Gaussian with variance σ² = kT dy/β̃. Averaging a function ψ over it gives

⟨ψ(u + v)⟩ = ψ + ½σ²ψ'' = ψ + dy (kT/2β̃)ψ''.

A potential V per unit length adds the factor 1 − V dy/kT. Together these make the operator 1 − H dy/kT, with

H = −((kT)²/2β̃) ∂²/∂u² + V.

Over a long length Y the lowest eigenvalue E dominates the partition function as exp(−EY/kT). The free energy per length is therefore E, added to β, which already contains the free step's own fluctuations.

As a test, a step with kT = 0.7 and β̃ = 1.3 was confined between walls a unit distance apart. Here E should be (kT)²π²/(2β̃). The Gaussian kernel was diagonalised at σ = 1/80 and 1/160 and extrapolated linearly in σ; the ratio to this value was 0.9997.

**5. Many steps and the cubic term**

Steps of one sign cannot cross. Let each pair also repel with energy A/ℓ² per unit length, A ≥ 0, where ℓ is their separation at equal y. This is the elastic form for parallel steps. Place N steps on a ring of length L and write k = π/L. Summing a pair's repulsion over periodic images gives

Σ_m 1/(u + mL)² = k²/sin²(ku).

The two sides have the same double poles and the same period, and both vanish far from the real axis, so their difference is bounded, hence constant, hence zero. A step's energy with its own images vanishes per unit area for large L.

Try the state

Φ = ∏_{i<j} |sin k(u_i − u_j)|^q.

With c_ij = cot k(u_i − u_j), the logarithmic derivative is ∂_i lnΦ = qk Σ_j c_ij. Since ∂_i²Φ/Φ = ∂_i² lnΦ + (∂_i lnΦ)²,

Σ_i ∂_i²Φ/Φ = −2qk² Σ_{i<j}(1 + c_ij²) + q²k² Σ_i(Σ_j c_ij)².

The last sum contains the squares, 2Σ_{i<j}c_ij², and products from triples. For angles a + b + c = 0 the addition formula gives cot c (cot a + cot b) = 1 − cot a cot b, so

cot a cot b + cot b cot c + cot c cot a = 1.

With a, b, c the differences taken round a triple, each product in our sum has the opposite sign. A triple thus contributes −1, counted twice. Putting 1 + c_ij² = 1/sin²k(u_i − u_j),

Σ_i ∂_i²Φ/Φ = 2q(q−1)k² Σ_{i<j} 1/sin²k(u_i − u_j) − 2q²k²[N(N−1)/2 + N(N−1)(N−2)/6].

The bracket is N(N²−1)/6. In H the kinetic part carries the factor −(kT)²/2β̃. The repulsion cancels the position-dependent term if

q(q−1) = Aβ̃/(kT)², q = ½[1 + √(1 + 4Aβ̃/(kT)²)]. (3)

The eigenvalue is then

E = ((kT)²/2β̃) q²π²N(N²−1)/(3L²).

Φ vanishes at contact and is positive elsewhere. The ground state can also be chosen non-negative, so the two overlap. Eigenstates with different eigenvalues are orthogonal, so Φ belongs to the lowest eigenvalue. For large N at fixed n = N/L the cost per area is

E/L = g n³, g = q²π²(kT)²/(6β̃), f3 = g/h³. (4)

The case A = 0 gives q = 1. The cubic term then comes entirely from the lost freedom to wander, and this is the free-fermion result. Repulsion multiplies it by q².

The power can be read from scaling. At spacing 1/n, both confinement and an inverse-square repulsion cost an energy proportional to n² per step length. Multiplying by n steps gives n³. An interaction falling as 1/ℓ between neighbours would give n² instead.

As a test, three steps hopping on rings of 24 and 48 sites were diagonalised and the energies extrapolated to fine spacing. The ratio to the eigenvalue formula was 1.00000 for q = 1 and 0.99999 for q = 2.

**6. The shape of least energy**

Fix the height at a circular rim and the volume under the cap. The energy has a kink at p = 0, where an ordinary derivative does not exist. Convexity avoids the difficulty.

A vector ξ is a subgradient of f at p if f(p') ≥ f(p) + ξ·(p' − p) for every p'. For p ≠ 0 it is the gradient. At p = 0 every ξ with |ξ| ≤ f1 qualifies, because f1|p'| ≥ ξ·p'.

Suppose a profile z has ξ = −λr as a subgradient at each point. Let w be any competitor with the same rim and volume, and η = w − z. Then

∫f(∇w) d²r ≥ ∫f(∇z) d²r + ∫ξ·∇η d²r.

Integrating the last term by parts, the rim contributes nothing since η = 0 there. In two dimensions ∇·ξ = −2λ, so

∫ξ·∇η d²r = −∫η ∇·ξ d²r = 2λ∫η d²r = 0.

No competitor has lower energy, whether or not it is axisymmetric. It remains to find z.

*Facet.* Where λr ≤ f1, the vector −λr is a subgradient at p = 0. The surface is flat out to r_f = f1/λ.

*Rounded part.* Outside, let s = −dz/dr > 0. The gradient of f points inward with magnitude f1 + 3f3s², hence

f1 + 3f3s² = λr, s = √(λx/(3f3)). (5)

Integrating from the facet edge,

z0 − z = √(λ/(3f3)) ∫₀ˣ √x' dx' = (2/3)√(λ/(3f3)) x^{3/2},

which is equation (2). The slope is continuous at the edge, while the second derivative −(3/4)C x^{−1/2} diverges there from outside.

Two tests used f1 = 1, f3 = 0.5 and rim radius 2. In the first, the energy was minimised over the slopes of 40 radial cells with the volume held at 1.2π. The largest departure from (5) was 1.4 × 10⁻⁶. In the second, with λ = 1, eight disturbances of equal volume and unchanged rim were added, six of them non-axisymmetric. Each raised the energy, by at least 0.060.

**7. Fixing λ from the height of the crystal**

The cap problem leaves the absolute height free. Take a crystal that is mirror-symmetric about z = 0, and let f now denote the full energy at all slopes, assumed convex. Define G = f − p·∇_p f. Its change along the surface is

dG = −p·d(∇_p f) = λp·dr = λ dz,

so λz − G is constant. To find the constant, move the rim at z = 0 outward by δa. The new strip costs f δa per rim length. The height at the old rim rises by s δa, and its boundary term is −s f'(s) δa. Equilibrium requires f − s f'(s) = G = 0 at the rim, as a limit of infinite slope if the rim is vertical. The constant is therefore zero. On the facet G = f0, which gives

z0 = f0/λ, r_f/z0 = f1/f0.

Because f is convex, the same result can be written

λz(r) = min over p of [f(p) + λp·r], (6)

since the minimum lies where −λr is a subgradient, and its value there is G.

**8. What changes the exponent**

Add f2|p|² with f2 > 0. The slope condition becomes 2f2s + 3f3s² = λx. For s much smaller than 2f2/(3f3) the first term dominates, and

s = λx/(2f2), z0 − z = λx²/(4f2).

The exponent is then 2. If f2 < 0, the energy is not convex at small slope. Take f2² < 4f1f3, so that the facet survives. The cost above f0 per unit slope, f1 + f2s + f3s², is least at s* = |f2|/(2f3). Slopes between 0 and s* are replaced by a mixture of facet and slope s*, so the profile leaves the facet at a sharp edge with slope s*.

A quartic term f4|p|⁴ keeps the exponent. Write s = s0 + δ with s0 = √(λx/(3f3)). To first order,

6f3s0δ + 4f4s0³ = 0, δ = −2f4s0²/(3f3) = −2f4λx/(9f3²).

Integration gives

z = z0 − Cx^{3/2} + f4λx²/(9f3²) + … (7)

Relative to the leading depth (2/3)s0x, the correction is f4s0/(2f3).

Direct minimisation of (6) with f3 = 0.5 tested both cases between λx = 10⁻⁶ and 10⁻⁵. The exponent was 1.4995 with f4 = 0.6 and no quadratic term, and 2.0000 with f2 = 0.3 and no quartic term.

**9. Steps of finite width**

A quartic term has a simple source. Let steps without elastic repulsion be unable to approach closer than w. Closing up the forbidden width beside each step maps them to point-like steps on a ring of length L − Nw. The cost per area changes from gn³ to

g n³/(1 − nw)² = g n³(1 + 2nw + …).

With n = |p|/h this means f4 = 2wf3/h, and the relative loss of depth is ws0/h to leading order.

In a lattice test, three steps with w = 2 sites on 48 sites gave 0.9981 of the continuum value. The free length is 42 sites and the occupied wavenumbers are 0 and ±κ, κ = 2π/42. The lattice energy 2 − 2cosκ is smaller than κ² by a fraction κ²/12 = 0.0019, which accounts for the difference.

**10. Anisotropic steps**

Let f1 and f3 depend on the direction θ of the step normal n(θ), with f1 + f1'' > 0 so that f is convex at small slope. Put p = −s n(θ) in (6). The depth is

z0 − z = (1/λ) max over s, θ of [F(θ)s − f3(θ)s³], F(θ) = λn·r − f1(θ).

Maximising over s gives s = √(F/(3f3)) and the value (2/3)F^{3/2}/√(3f3). The facet edge with normal n(θ0) lies at λr = f1n + f1't, where t = dn/dθ. Go out from it by x along n(θ0). For θ = θ0 + α,

F = λx − ½(f1 + f1'' + λx)α² + …

The variation of f3 shifts the best α only by an amount of order x, which changes the depth by a relative amount of order x. At leading order the law (2) survives along the edge normal, with f3 taken at θ0.

This was tested with λ = 1, f1 = 1 + 0.03cos3θ, f3 = 0.5(1 + 0.2sin2θ), θ0 = 0.4 and x = 10⁻³. On a grid of slopes and directions the ratio of the computed depth to the law was 0.99999. The shortfall is grid error: the depth is a maximum over α and α = 0 gives the law itself, so the exact ratio is at least 1, here 1.000005.

**11. Worked example: a lead crystallite**

Take a (111) facet at T = 400 K with rough parameters: h = 0.286 nm, β = 0.28 eV/nm, f0 = 2.7 eV/nm² and z0 = 5000 nm. The repulsion A = 0.005 eV nm is an assumed value. Then

λ = 2.7/5000 = 5.40 × 10⁻⁴ eV/nm³,
f1 = 0.28/0.286 = 0.979 eV/nm²,
r_f = 0.979/(5.40 × 10⁻⁴) = 1813 nm.

With kT = 0.03447 eV and β̃ = β,

Aβ̃/(kT)² = 1.178, q = ½[1 + √(1 + 4 × 1.178)] = 1.695,
g = 1.695² π² × 0.03447²/(6 × 0.28) = 0.0201 eV nm,
f3 = 0.0201/0.286³ = 0.857 eV/nm² = 0.137 J/m²,
C = (2/3)√(5.40 × 10⁻⁴/(3 × 0.857)) = 0.00966 nm^{−1/2}.

At x = 50 nm the law gives a depth of 3.42 nm, about 12 steps, with slope 0.10 and step spacing 2.8 nm. At 100 nm the depth is 9.66 nm, about 34 steps.

*The inner limit.* The depth reaches one step height at (h/C)^{2/3} = 9.6 nm. Closer to the edge a smooth step density has no meaning.

*The outer limit.* Take w = 0.30 nm and apply the factor of section 9. With elastic repulsion present, this assumes that the repulsion too depends on the separations left after the widths are closed up. If it acts on the full separation ℓ instead, the pair state near contact changes from u^q to u^q − w^{2q−1}u^{1−q}, which vanishes at u = w. The relative correction to the cost then starts as (nw)^{2q−1} rather than nw, and dies out faster as the steps separate. For q = 1.7 and many steps it is about 4(nw)^{2q−1} to first order, which lowers the depth by only about 0.3% at 20 nm, 1% at 50 nm and 2% at 100 nm, through a term in x^{q+1} rather than x². The figures that follow are for the first assumption. The depth falls by 6% at 20 nm, 10% at 50 nm and 13% at 100 nm, relative to (2). The local exponent between 50 and 100 nm is 1.445. Since f3 = 4λ/(27C²), reading C from the depth at 100 nm alone would overstate f3 by about 32%.

Under this assumption no range on this crystal has both many steps and a correction of a few per cent, so the fit should include the x² term of (7). That term removes most of the error but not all: alone it gives a loss of 15% at 100 nm against the full 13%. A least-squares fit over 10 to 100 nm with r_f known overstates f3 by about 3% with it and 28% without it, and by more when r_f is also fitted. Under the second assumption (2) holds to about 2% out to 100 nm, so the usable range depends on which assumption fits the steps. Under the first, a larger crystal helps slowly. At a depth of m steps, x = (mh/C)^{2/3} and

s = (3/2)C√x = (3/2)C^{2/3}(mh)^{1/3}.

As C varies as z0^{−1/2}, the leading correction at fixed m falls as z0^{−1/3}. Halving it takes a crystal eight times larger.

*The interaction.* With A = 0 and all else fixed, C would be 0.0164 nm^{−1/2}, larger by the factor q. Using the free-fermion formula here would thus understate f3 by a factor q² = 2.9.

**12. Beside the real crystal**

The inputs are meant as rough typical values for micrometre-sized lead crystallites, apart from the assumed A and w; the results are the model's, not measurements. Real steps on this facet have threefold rather than circular symmetry. For β(θ) = β(1 + 0.05cos3θ) the stiffness ranges from 0.168 to 0.392 eV/nm, because β'' magnifies the modulation. At fixed A and T, C then ranges from 0.0086 to 0.0103 nm^{−1/2}, that is, 11% below to 7% above the isotropic value. Raising T to 500 K at fixed β and A lowers C by 10%; a real β also changes with temperature. Gravity is negligible: the pressure difference over z0 is 3 × 10⁻⁶ of the capillary pressure 2λ = 1.7 × 10⁵ Pa. The law also requires that the crystal has reached equilibrium, which a profile frozen during growth or cooling need not satisfy.

The numerical output below gives the profile at four distances and the sizes of the neglected effects.

Numbers as computed

```
CHECKS
kernel / operator free energy      0.99969
three steps, q=1: lattice/formula  1.00000
three steps, q=2: lattice/formula  0.99999
excluded width: lattice/formula    0.99814
largest slope error of minimiser   1.4e-06
least energy rise of competitors   6.06e-02
exponent, cubic and quartic terms  1.4995
exponent, quadratic term present   2.0000
anisotropic depth / law            0.99999
INPUTS (rough, lead (111))
temperature T                      400 K
step height h                      0.286 nm
step free energy beta              0.28 eV/nm
facet free energy f0               2.70 eV/nm^2
elastic repulsion A (assumed)      0.005 eV nm
centre-to-facet distance z0        5000 nm
excluded step width w              0.30 nm
threefold modulation of beta       0.05
mass density                       11000 kg/m^3
RESULTS
thermal energy kT                  0.03447 eV
lam = f0/z0                        5.400e-04 eV/nm^3
linear coefficient f1              0.9790 eV/nm^2
facet radius rf                    1813.0 nm
A*S/(kT)^2                         1.1783
interaction exponent q             1.6951
step interaction g                 0.02006 eV nm
cubic coefficient f3               0.8574 eV/nm^2
f3 converted                       0.1374 J/m^2
amplitude C                        0.009660 nm^-0.5
x=r-rf(nm) depth(nm) slope spacing(nm) depth with w(nm)
    10     0.3055   0.0458    6.242     0.2916
    20     0.8640   0.0648    4.414     0.8096
    50     3.4152   0.1025    2.791     3.0887
   100     9.6597   0.1449    1.974     8.4101
SIZE OF NEGLECTED EFFECTS
exponent 50-100 nm with width w    1.4451
distance where depth equals h      9.57 nm
that distance / facet radius       0.00528
C without elastic repulsion        0.016374 nm^-0.5
C at 500 K, same beta              0.008721 nm^-0.5
stiffness, softest direction       0.1680 eV/nm
stiffness, stiffest direction      0.3920 eV/nm
C, softest direction               0.008580 nm^-0.5
C, stiffest direction              0.010315 nm^-0.5
capillary pressure 2*lam           1.730e+05 Pa
gravity pressure over z0 / 2*lam   3.1e-06
```
